# Why fractional filling silences Resta's polarisation and a q-fold phase restores it

**Question.** A correlated insulator has $p/q$ electrons per cell, with $p/q$ in lowest terms and $q>1$. Its charges are well localised, yet Resta's expectation value, whose phase should give the polarisation, is zero. Why does it vanish, and why does the Aligia–Ortiz operator, with the phase multiplied by $q$, give a polarisation that can be used?

**Answer.** The zero belongs to a state that shares all the equivalent charge patterns equally. Moving a pattern by one cell rotates Resta's phase by a fraction of a full turn, and the rotated contributions cancel. Multiplying the phase by $q$ makes each rotation a whole number of turns, so the contributions add.

## The setting

Take a ring of $M$ cells of length $a$, so $L=Ma$, with $N$ electrons of charge $-e$ and $N/M=p/q$. Atomic units are used in the algebra, with $e$ kept visible. The Hamiltonian $H$ is unchanged by the translation $T$, which moves every electron forward by $a$.

Let $X=\sum_i x_i$. An electron carried once round the ring returns to the same place but changes $X$ by $L$. Hence $X$ is not a proper operator on the ring, whereas
$$U_m=e^{2\pi i mX/L},\qquad z_m=\langle\Psi|U_m|\Psi\rangle$$
are well defined for integer $m$. Resta's quantity is $z_1$; that of Aligia and Ortiz is $z_q$.

## Why the first moment vanishes

Translation adds $a$ to each of $N$ coordinates. Electrons that cross the starting point of the ring also change $X$ by $-L$, which $U_m$ does not notice. Therefore
$$T^\dagger U_mT=e^{2\pi i mNa/L}U_m=e^{2\pi i mp/q}U_m ,$$
since $Na/L=N/M$. If $T\Psi=e^{i\theta}\Psi$, the phase $\theta$ cancels between bra and ket:
$$z_m=\langle T\Psi|U_m|T\Psi\rangle=\langle\Psi|T^\dagger U_mT|\Psi\rangle=e^{2\pi i mp/q}z_m .$$
So $(1-e^{2\pi i mp/q})\,z_m=0$. Either $mp/q$ is an integer or $z_m=0$. Because $p$ and $q$ share no factor, the first case requires $q$ to divide $m$.

Nothing here refers to a gap, to localisation or to the strength of the interaction. The zero of $z_1$ therefore cannot tell a metal from an insulator. The one condition on the state is that it be an eigenstate of $T$.

## What the zero says about the insulator

The same relation shows that $U_1\Psi$ has a crystal momentum differing from that of $\Psi$ by $2\pi p/(qa)$, up to sign convention, and is orthogonal to it. Its energy is small. Let $H$ be real, with hopping $-t_b(c_i^\dagger c_j+\mathrm{h.c.})$ over a distance $\delta_b$ on bond $b$ and interactions that depend on positions alone. $U_1$ commutes with the interactions and multiplies a hop by $e^{\pm2\pi i\delta_b/L}$. For a real ground state $g_b=\langle c_i^\dagger c_j\rangle$ is real, so the sine terms of the two directions cancel:
$$\langle U_1^\dagger HU_1\rangle-E_0=\sum_b2t_bg_b\left(1-\cos\frac{2\pi\delta_b}{L}\right)\le\frac{4\pi^2}{L^2}\sum_b|t_bg_b|\,\delta_b^2 .$$
The number of bonds grows as $L$, so the bound falls as $1/L$. A long ring thus has a low state at another momentum, and its ground state cannot be both unique and separated by a gap.

In the simplest charge-ordered insulator, of period $qa$, the low states come from $q$ patterns $\Phi_j=T^j\Phi_0$. A finite ring tunnels between them. When their overlaps are negligible, a symmetric combination is
$$\Psi\simeq\frac1{\sqrt q}\sum_{j=0}^{q-1}\Phi_j,\qquad
z_m\simeq\frac{\zeta_m}{q}\sum_{j=0}^{q-1}e^{2\pi i mjp/q},\qquad \zeta_m=\langle\Phi_0|U_m|\Phi_0\rangle .$$
For $m=1$ the sum runs over all $q$-th roots of unity and is zero, although each $\zeta_1$ may be close to one in modulus. For $m=q$ every term equals one and $z_q\simeq\zeta_q$. The combination hides the pattern but keeps what the patterns have in common.

## From the surviving phase to a polarisation

In one dimension polarisation is dipole moment per length, hence a charge: $P=-e\langle X\rangle/L$ for the electrons. Within one pattern, with each electron assigned to its home cell, $\langle X\rangle$ has a meaning. Put $k=2\pi q/L$ and expand the logarithm in cumulants $\kappa_n$ of $X$:
$$\ln\zeta_q=ik\kappa_1-\frac{k^2}{2}\kappa_2-\frac{ik^3}{6}\kappa_3+\dots,\qquad \kappa_1=\langle X\rangle .$$
The imaginary part divided by $k$ gives $\langle X\rangle-k^2\kappa_3/6+\dots$, so the definition is
$$\boxed{P=-\frac{e}{2\pi q}\,\mathrm{Im}\ln z_q\quad(\mathrm{mod}\ e/q)}$$

If correlations have a short range, each cumulant grows as $L$. Then $k^2\kappa_2\propto1/L$, so $|z_q|\to1$, and the leading error of $P$, $ek^2\kappa_3/(6L)$, falls as $1/L^2$. Multiples $z_{2q},z_{3q},\dots$ are also allowed, but they replace $k$ by $2k,3k,\dots$. For a fixed multiple on a long ring, that lowers the modulus and enlarges the leading error; in every case it leaves a coarser knowledge of $P$.

The modulus $e/q$ is the price of not knowing the pattern. Moving a pattern by one cell changes $P$ by $-eNa/L=-ep/q$. Repeated moves, taken modulo $e$, reach every multiple of $e/q$. A change of $P$ along a continuous path remains meaningful, provided that the phase is followed without a jump.

The origin needs care too. Moving it so that all coordinates grow by $s$ changes the electronic $P$ by $-eNs/L$; fixed neutralising ions contribute $+eNs/L$. The total is unaffected, and fixed ions drop out of changes.

## Allowed does not mean nonzero

Consider free fermions partly filling one band, with $N<M$ neighbouring momenta occupied. $U_q$ multiplies each orbital by $e^{ikx}$ and moves its momentum by $q$ allowed steps. For $q<M$ at least one occupied orbital lands on an empty momentum and is orthogonal to all occupied orbitals. The determinant of overlaps then has a column of zeros, and $z_q=0$. Symmetry opened the door, but the metal supplies no signal. For four free fermions on eight cells, diagonalisation gives $|z_2|\approx10^{-16}$. This argument covers free fermions; interacting metals need a separate one.

## An independent measure of the change

Let a parameter $\lambda$ of $H$ change slowly. First-order perturbation theory gives $\langle n|\partial_\lambda\Psi\rangle=-(\partial_\lambda H)_{n0}/(E_n-E_0)$, and therefore
$$\frac{dP}{d\lambda}=-\frac eL\,2\,\mathrm{Re}\sum_{n\ne0}X_{0n}\langle n|\partial_\lambda\Psi\rangle
=\frac{2e}{L}\,\mathrm{Re}\sum_{n\neq0}\frac{X_{0n}(\partial_\lambda H)_{n0}}{E_n-E_0}.$$
On a ring $X_{n0}$ is replaced by $\langle n|[H,X]|0\rangle/(E_n-E_0)$. The commutator is well defined, because it contains the length of each single hop; up to a factor it is the current. Both $[H,X]$ and $\partial_\lambda H$ conserve crystal momentum, so the nearly degenerate partner at another momentum does not enter. On a finite ring with one boundary condition this is an approximation, with size errors of its own.

## A row with half an electron per cell

Each cell has $a=80$ Å, a site A at 0 and a site B at $d=32$ Å. The hopping is 0.003 eV inside a cell and 0.001 eV between cells. The Coulomb repulsion, with relative permittivity 5 and a gate 200 Å away, is 0.029 eV at one cell and 0.011 eV at two. The parameter swept is the offset $\Delta=E_A-E_B$. A nonzero $\Delta$ and the unequal bonds together remove mirror symmetry, so $P$ can vary continuously.

The electrons are spinless. With neighbour hopping alone they cannot pass one another, so they may be treated as hard-core particles. The sign from carrying one electron past the $N-1$ others is absorbed by a periodic boundary for odd $N$ and an antiperiodic one for even $N$.

**The selection rule.** For four electrons on eight cells at $\Delta=0.004$ eV, $|z_1|=0$ and $|z_2|=0.863$. At fillings $1/3$ and $2/3$, with $\Delta=-0.05$ eV, $z_1$ and $z_2$ vanish while $|z_3|$ is at least 0.98. At one electron per cell, $|z_1|=0.987$: integer filling needs no repair.

**The near degeneracy.** At $\Delta=0.004$ eV the two lowest momentum states are separated by $2.9\times10^{-5}$, $4.6\times10^{-6}$ and $7.4\times10^{-7}$ eV on 6, 8 and 10 cells. The twist energies are 0.00071, 0.00053 and 0.00042 eV. Multiplied by $M$ they stay near 0.0042 eV, the $1/L$ law.

**The charge spread.** The moduli $|z_2|=0.8195$, 0.8630 and 0.8887 give $M\ln|z_2|=-1.19$, $-1.18$ and $-1.18$, as the second cumulant requires. With $\kappa_2=N\sigma^2$, $N=M/2$ and $k=4\pi/(Ma)$,
$$\ln|z_2|\simeq-\frac{k^2N\sigma^2}{2}=-\frac{4\pi^2\sigma^2}{Ma^2},\qquad
\sigma\simeq a\sqrt{\frac{1.18}{4\pi^2}}=0.17\,a\approx14\ \text{Å}.$$
Here $\sigma^2$ is the variance of $X$ per electron. It would be the variance of one electron's position if the electrons fluctuated independently; correlations between them make the two differ. This localisation length is well below a cell, even though $z_1=0$.

**Choosing a pattern.** Energies of $\pm0.0005$ eV on alternate cells of the 8-cell ring select one pattern. Now $|z_1|=0.96$, and its phase gives $P=0.333\,e$ for one pattern and $0.833\,e$ for the other, modulo $e$. They differ by $e/2$. The symmetric state gives $0.331\,e$ from $z_2$, modulo $e/2$. The difference of $0.0015\,e$ contains both the ring-size error and the effect of the pinning energies, which were not separated.

**The change of polarisation.** Sweep $\Delta$ from $-0.010$ to $+0.010$ eV. An electron confined to one pair of sites with hopping $t=0.003$ eV has the Hamiltonian
$$\begin{pmatrix}\Delta/2&-t\\-t&-\Delta/2\end{pmatrix},\qquad
w_B=\frac12\left(1+\frac{\Delta}{\sqrt{\Delta^2+4t^2}}\right),$$
where $w_B$ is its ground-state weight on B. Its mean position is $d\,w_B$. With one electron per length $2a$,
$$\Delta P\simeq-\frac{e}{2a}\,d\,\frac{0.010}{\sqrt{0.010^2+0.006^2}}
=-0.5\times0.4\times0.857\,e=-0.171\,e .$$
The sign follows from negative charge moving forward. Complete transfer from A to B would give $-0.2\,e$.

The interacting 10-cell ring gives $-0.181\,e$ from $z_2$, about 5% more in size than the isolated pair. Part of the excess comes from the repulsion, which favours equal spacing and so makes neighbours move together. Hopping between cells and the ring-size error of $z_2$ supply the rest. The phase of $z_2$ changes by $4\pi\times0.181\approx2.27$, less than $\pi$, and the current integral confirms this branch.

**Two roads to one limit.** On 6, 8 and 10 cells the results are:

| Cells | from $z_2$ ($e$) | from current ($e$) |
|---|---:|---:|
| 6 | −0.18170 | −0.16495 |
| 8 | −0.18106 | −0.17585 |
| 10 | −0.18075 | −0.17896 |

The gap between the columns shrinks from $0.017\,e$ to $0.002\,e$, and most of it closes because the current result moves. The $z_2$ column changes by $0.0003\,e$ in the last step. Extrapolating it linearly in $1/M^2$ from the last two rings gives $-0.180\,e$. If the steps of the current column continue to shrink by the same ratio, it also tends to $-0.180\,e$. That geometric law is an assumption drawn from three rings. The current column comes from a 16-point quadrature over $\Delta$; 12 points move it by up to $0.0003\,e$, so its last digits are not secure, although the limit of $-0.180\,e$ is unaffected.

For a row spacing of $\sqrt3a/2=69.3$ Å, the 10-cell value corresponds to a sheet polarisation change of
$$\frac{-0.1807\times1.602\times10^{-19}\ \text{C}}{69.3\times10^{-10}\ \text{m}}=-4.2\ \text{pC/m}.$$

## Beside a real moiré layer

WSe$_2$/WS$_2$ moiré layers have a period of roughly 80 Å and show correlated insulating states at fractional fillings; hoppings of order 1 meV and strong, gate-screened repulsion are the right rough regime. The isolated row, the B site 32 Å from A, the 3 meV hopping between the two and an offset swept through zero are choices of the model. They are not known properties of such a device, and neither is the 4.2 pC/m.

The largest neglected effect that was sized is the field of neighbouring rows. With the electrons of the two adjacent rows frozen on A sites, half a cell out of step, the largest shift of $\Delta$ found on any cell is $-0.007$ eV. Applying this shift to every cell at both ends of the sweep gives a rough size for the effect: the 8-cell change of $P$ shrinks by $0.028\,e$, or 16%. The actual field of such frozen rows has period $2a$ and can differ between alternate cells. It then breaks translation by one cell and can pin one pattern, so $z_1$ need not vanish. In that pattern the electrons avoid the cells with the largest shift, so the uniform estimate is too large: with this field applied site by site, the 8-cell change of $P$ shrinks by about $0.019\,e$, and $|z_1|$ exceeds 0.96. The selection rule holds only while translation by one cell along the row remains a symmetry.

Temperature matters differently. At 4 K the thermal energy is 0.00034 eV, against 0.0067 eV for the third level of the 6-cell ring at $\Delta=0.004$ eV, and the computed $\Delta P$ of that ring moves by less than $10^{-5}e$. A short ring cannot settle the fate of a long one. A wall between patterns costs a finite energy but can sit in about $M$ places, gaining a free energy $k_BT\ln M$. A sufficiently long isolated row therefore contains walls at any nonzero temperature, and order over unlimited distances needs coupling between rows. When a wall costs much more than $k_BT$, however, the walls may be further apart than a device is long.

Spin could also change the boundary phase of the ring. Reversing the boundary sign on 6 cells moved $\Delta P$ by less than $10^{-5}e$. Disorder acts more directly: it removes the translation symmetry and can pin one pattern. Then $z_1$ need not vanish, and where its modulus is appreciable it fixes $P$ modulo the full $e$. The remaining digits are in the numerical output below.

## Values computed for the example and the checks

```
cell length 80 angstrom, A-B distance 32 angstrom
hopping inside cell 0.0030 eV, between cells 0.0010 eV
relative permittivity 5.0, gate distance 200 angstrom
repulsion at 1 cell 0.0289 eV, at 2 cells 0.0113 eV
repulsion of two electrons in one cell 0.0828 eV
free metal, 8 cells, 4 electrons: |z_2| = 1.5e-16
selection rule, offset in eV, then |z_1|, |z_2|, |z_3|:
  4 electrons / 8 cells, offset +0.004: 0.0000, 0.8630, 0.0000
  2 electrons / 6 cells, offset -0.050: 0.0000, 0.0000, 0.9882
  3 electrons / 9 cells, offset -0.050: 0.0000, 0.0000, 0.9927
  4 electrons / 6 cells, offset -0.050: 0.0000, 0.0000, 0.9822
  6 electrons / 6 cells, offset +0.004: 0.9870, 0.9518, 0.9036
unprojected ground state, 6 cells: |z_1| = 1.1e-12
third level above ground state, 6 cells: 0.00667 eV
half filling; splitting and twist energy at offset 0.004 eV
  6 cells: splitting 2.94e-05 eV, twist energy 0.00071 eV, |z_2| 0.8195
    change of P: from z_2 -0.18170 e, from current -0.16495 e
  8 cells: splitting 4.58e-06 eV, twist energy 0.00053 eV, |z_2| 0.8630
    change of P: from z_2 -0.18106 e, from current -0.17585 e
  10 cells: splitting 7.40e-07 eV, twist energy 0.00042 eV, |z_2| 0.8887
    change of P: from z_2 -0.18075 e, from current -0.17896 e
z_2 minus current: 6 cells -0.01675 e, 10 cells -0.00179 e
shift of z_2 result from 8 to 10 cells +0.00031 e
pinned states, 8 cells, pinning energy 0.0005 eV: |z_1| 0.9645
  P from z_1: 0.33267 e and 0.83267 e (modulo e)
  symmetric state, P from z_2: 0.33120 e (modulo e/2)
  pinned minus symmetric, modulo e/2: +0.00147 e
offset sweep -0.010 to +0.010 eV, 10 cells:
  change of P -0.1807 e; isolated-pair estimate -0.1715 e
  row spacing 69.3 angstrom; sheet polarisation change -4.180 pC/m
neglected effects; thermal energy at 4 K 0.000345 eV
  temperature, 6 cells: shift -0.00000 e, |z_2| 0.9347 -> 0.9354
  boundary phase from spins, 6 cells: shift -0.00000 e
  neighbouring rows: largest offset shift -0.00719 eV, change of P shifts by +0.02816 e
```
